# Drift resistance and breakdown voltage for a seventh-power avalanche law: verification in Python

```python
"""
Result under test: a uniformly doped drift layer, just fully depleted at
avalanche breakdown, with avalanche coefficient alpha = A*E**7, has
    R = 2*sqrt(A)*V**(5/2)/(eps*mu)      (resistance times area).
V: total junction potential at breakdown; E: field magnitude;
eps: permittivity; mu: constant mobility; N: donor density; W: layer width.
Working units: cm, V, A, s. Material parameters are rough typical values
for 4H silicon carbide, used as model inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q = const.e
eps_rel = 9.7
eps = eps_rel * const.epsilon_0 / 100.0       # F/cm
A = 4e-42                                     # cm^6/V^7
mu = 800.0                                    # cm^2/Vs
V_rated = 1200.0


def design(V, coefficient=A):
    """Derived closed formulas: peak field, width, doping, resistance."""
    peak = (4 / (coefficient * V)) ** (1 / 6)
    width = 2 * (coefficient / 4) ** (1 / 6) * V ** (7 / 6)
    doping = eps / (2 * q) * (4 / coefficient) ** (1 / 3) * V ** (-4 / 3)
    resistance = 2 * np.sqrt(coefficient) * V ** 2.5 / (eps * mu)
    return peak, width, doping, resistance


def integrate(function, lower, upper):
    return quad(function, lower, upper, epsabs=0, epsrel=1e-10, limit=200)[0]


def breakdown(doping, alpha):
    """Width, voltage and resistance from the ionization integral itself."""
    def log_ionization(log_width):
        width = np.exp(log_width)
        return np.log(integrate(
            lambda x: alpha(q * doping * (width - x) / eps), 0, width))
    width = np.exp(brentq(log_ionization, np.log(1e-4), np.log(3e-2)))
    voltage = integrate(lambda x: q * doping * (width - x) / eps, 0, width)
    return width, voltage, width / (q * mu * doping)


def seventh_power(field):
    return A * field ** 7


Em, W, N, R = design(V_rated)

# Closed formulas against the numerically found breakdown point.
W_num, V_num, R_num = breakdown(N, seventh_power)
assert np.allclose([W_num, V_num, R_num], [W, V_rated, R], rtol=1e-7)
assert np.isclose(q * N * W_num / eps, Em, rtol=1e-7)

# Powers fitted to numerically found designs, for several avalanche laws.
field_ref = 3e6
dopings = np.geomspace(4e15, 1e17, 7)
fitted_powers = {}
for m in (5, 7, 9):
    def power_law(field, m=m):
        return seventh_power(field_ref) * (field / field_ref) ** m
    data = np.array([breakdown(n, power_law) for n in dopings])
    log_V = np.log(data[:, 1])
    fitted_powers[m] = np.polyfit(log_V, np.log(data[:, 2]), 1)[0]
    assert abs(fitted_powers[m] - (2 + 3 / (m - 1))) < 1e-6
    if m == 7:
        width_power = np.polyfit(log_V, np.log(data[:, 0]), 1)[0]
        doping_power = np.polyfit(log_V, np.log(dopings), 1)[0]
        assert abs(width_power - 7 / 6) < 1e-6
        assert abs(doping_power + 4 / 3) < 1e-6

# Two-carrier continuity equation: electrons move towards larger x.
# Prefactors with logarithmic mean A must give the same breakdown width.
hole_ratio = 10.0
for ratio in (1.0, hole_ratio):
    A_n = A if ratio == 1 else A * np.log(ratio) / (ratio - 1)
    A_p = ratio * A_n

    def current_mismatch(width):
        def slope(u, y):
            field = q * N * width * (1 - u) / eps
            return width * field ** 7 * (A_n * y + A_p * (1 - y))
        end = solve_ivp(slope, (0, 1), [0.0], rtol=1e-9, atol=1e-11)
        return end.y[0, -1] - 1
    W_carriers = brentq(current_mismatch, 0.7 * W, 1.3 * W)
    assert np.isclose(W_carriers, W, rtol=1e-6)


# Punch-through: the field falls by the fraction s across the layer.
def punch_through(s, V):
    def log_ionization(peak):
        width = V / (peak * (1 - s / 2))
        return np.log(integrate(
            lambda x: seventh_power(peak * (1 - s * x / width)), 0, width))
    peak = brentq(log_ionization, 0.4 * Em, 2.5 * Em)
    width = V / (peak * (1 - s / 2))
    doping = eps * s * peak / (q * width)
    return width / (q * mu * doping), width, doping


ratios = []
for V in (V_rated, 2 * V_rated):
    best = minimize_scalar(lambda s: punch_through(s, V)[0],
                           bounds=(0.3, 1.0), method="bounded",
                           options={"xatol": 1e-7})
    ratios.append(best.fun / punch_through(1.0, V)[0])
    if V == V_rated:
        s_best = best.x
        R_pt, W_pt, N_pt = punch_through(s_best, V)
# The neglected term (1-s)**8 is of order 1e-5 at the minimum.
assert abs(s_best - 0.75) < 3e-4
ratio_formula = 0.75 ** -1.5 * (0.625 / 0.5) ** -2.5
assert np.allclose(ratios, ratio_formula, atol=1e-4)

# Exponential avalanche law, equal in value and slope at the peak field.
b_exp = 7 * Em
a_exp = seventh_power(Em) * np.exp(7)


def exponential_law(field):
    return a_exp * np.exp(-b_exp / field)


N_exp = brentq(lambda n: breakdown(n, exponential_law)[1] - V_rated,
               0.6 * N, 2.0 * N)
W_exp, V_exp, R_exp = breakdown(N_exp, exponential_law)
low = breakdown(N_exp * 0.99, exponential_law)
high = breakdown(N_exp * 1.01, exponential_law)
power_exp = np.log(high[2] / low[2]) / np.log(high[1] / low[1])
peak_exp = q * N_exp * W_exp / eps
p = peak_exp * exponential_law(peak_exp) / integrate(
    exponential_law, 0, peak_exp)
assert abs(power_exp - (2 * p - 1) / (p - 2)) < 1e-3

# Sizes of neglected effects, from rough inputs.
mu_low, N_mu, mu_slope = 950.0, 2e17, 0.6


def mobility(doping):
    return mu_low / (1 + (doping / N_mu) ** mu_slope)


R_mu = R * mu / mobility(N)
V_pair = V_rated * np.array([0.99, 1.01])
R_pair = [design(V)[3] * mu / mobility(design(V)[2]) for V in V_pair]
power_mu = np.log(R_pair[1] / R_pair[0]) / np.log(V_pair[1] / V_pair[0])

levels = (0.06, 0.12)                         # eV, equal site numbers
Nc_300 = 1.7e19


def ionized_fraction(T):
    kT = const.k * T / q
    Nc = Nc_300 * (T / 300) ** 1.5

    def neutrality(f):
        filled = [2 * f * N / Nc * np.exp(level / kT) for level in levels]
        return f - np.mean([1 / (1 + z) for z in filled])
    return brentq(neutrality, 0, 1)


T_hot, T_power = 448.0, 2.4
f_cold, f_hot = ionized_fraction(300.0), ionized_fraction(T_hot)
hot_mobility_factor = (T_hot / 300) ** T_power
hot_factor = hot_mobility_factor * f_cold / f_hot
anisotropy = 1.2
edge = 0.85
edge_factor = design(V_rated / edge)[3] / R
A_factor = design(V_rated, 2 * A)[3] / R
V_double_A = breakdown(N, lambda field: 2 * seventh_power(field))[1]
V_built_in = 3.0
built_in_change = design(V_rated + V_built_in)[3] / R - 1
J_on, v_sat = 500.0, 2e7
drop_on = J_on * R
velocity_on = mu * drop_on / W
gap, tunnel_mass = 3.26, 0.2
field_SI = Em * 100
tunnel_exponent = 2 * quad(
    lambda x: np.sqrt(2 * tunnel_mass * const.m_e * q
                      * max(gap - field_SI * x, 0)) / const.hbar,
    0, gap / field_SI)[0]
sub_thickness, sub_resistivity = 100e-4, 0.02
R_sub = sub_thickness * sub_resistivity

print(f"Input A: {A:.1e} cm^6/V^7; eps_rel: {eps_rel}")
print(f"Input mobility: {mu:.0f} cm2/Vs; permittivity: {eps:.4e} F/cm")
print("V (V) | Em (MV/cm) | W (um) | N (cm^-3) | R (mOhm cm2)")
for V in (600.0, V_rated, 2400.0):
    e, w, n, r = design(V)
    print(f"{V:.0f} | {e/1e6:.3f} | {w*1e4:.2f} | {n:.3e} | {r*1e3:.4f}")
print(f"Numerical breakdown at the 1200 V doping: {V_num:.4f} V")
print(f"Numerical resistance there: {R_num*1e3:.4f} mOhm cm2")
print(f"Fitted powers of V: W {width_power:.4f}, N {doping_power:.4f}")
for m, value in fitted_powers.items():
    print(f"Fitted power of R for alpha ~ E^{m}: {value:.4f}")
doubling = [b / a for a, b in zip(design(600.0), design(1200.0))]
print("Factors on doubling V (Em, W, N, R): "
      + ", ".join(f"{value:.3f}" for value in doubling))
print(f"Two-carrier test, hole/electron prefactor: {hole_ratio:.0f}")
print(f"  A_n {A_n:.3e}, A_p {A_p:.3e} cm^6/V^7")
print(f"  breakdown width: {W_carriers*1e4:.4f} um")
print(f"Best punch-through field drop s: {s_best:.4f}")
print(f"  R ratio at 1200 V, 2400 V: {ratios[0]:.4f}, {ratios[1]:.4f}")
print(f"  R {R_pt*1e3:.4f} mOhm cm2, W {W_pt*1e4:.2f} um, N {N_pt:.3e} cm^-3")
print(f"Exponential law: a {a_exp:.3e} /cm, b {b_exp/1e6:.2f} MV/cm")
print(f"  N {N_exp:.3e} cm^-3, W {W_exp*1e4:.2f} um")
print(f"  R {R_exp*1e3:.4f} mOhm cm2, ratio {R_exp/R:.4f}")
print(f"  p {p:.3f}, local power of R {power_exp:.4f}")
print(f"Mobility model: {mu_low:.0f} cm2/Vs, {N_mu:.1e} cm^-3, {mu_slope}")
print(f"  mobility at N: {mobility(N):.1f} cm2/Vs")
print(f"  R {R_mu*1e3:.4f} mOhm cm2, local power {power_mu:.4f}")
print(f"Donor levels: {levels[0]}, {levels[1]} eV; Nc(300 K) {Nc_300:.1e} cm^-3")
print(f"  ionized fraction at 300 K, {T_hot:.0f} K: {f_cold:.4f}, {f_hot:.4f}")
print(f"  R factor from ionization at 300 K: {1/f_cold:.4f}")
print(f"Hot mobility: falls as T^-{T_power}, R factor {hot_mobility_factor:.3f}")
print(f"  hot/cold R factor with ionization: {hot_factor:.3f}")
print(f"Mobility {anisotropy} times higher on axis: R factor {1/anisotropy:.3f}")
print(f"Edge efficiency {edge}: planar V {V_rated/edge:.0f} V, "
      f"R factor {edge_factor:.3f}")
print(f"Doubled A, same V: R factor {A_factor:.3f}")
print(f"Doubled A, same N: breakdown {V_double_A:.1f} V")
print(f"Built-in {V_built_in:.1f} V: R change {100*built_in_change:.2f} %")
print(f"On state at {J_on:.0f} A/cm2: drop {drop_on:.4f} V")
print(f"  drift velocity {velocity_on:.2e} cm/s, "
      f"fraction of {v_sat:.0e} cm/s: {velocity_on/v_sat:.4f}")
print(f"Tunnelling: gap {gap} eV, mass {tunnel_mass} m_e")
print(f"  exponent {tunnel_exponent:.1f}, factor {np.exp(-tunnel_exponent):.1e}")
print(f"Substrate: {sub_thickness*1e4:.0f} um, {sub_resistivity} Ohm cm")
print(f"  R {R_sub*1e3:.3f} mOhm cm2, ratio to drift R {R_sub/R:.3f}")
print("checks complete")
```

Output:

```
Input A: 4.0e-42 cm^6/V^7; eps_rel: 9.7
Input mobility: 800 cm2/Vs; permittivity: 8.5886e-13 F/cm
V (V) | Em (MV/cm) | W (um) | N (cm^-3) | R (mOhm cm2)
600 | 3.443 | 3.49 | 5.296e+16 | 0.0513
1200 | 3.068 | 7.82 | 2.102e+16 | 0.2904
2400 | 2.733 | 17.56 | 8.341e+15 | 1.6428
Numerical breakdown at the 1200 V doping: 1200.0000 V
Numerical resistance there: 0.2904 mOhm cm2
Fitted powers of V: W 1.1667, N -1.3333
Fitted power of R for alpha ~ E^5: 2.7500
Fitted power of R for alpha ~ E^7: 2.5000
Fitted power of R for alpha ~ E^9: 2.3750
Factors on doubling V (Em, W, N, R): 0.891, 2.245, 0.397, 5.657
Two-carrier test, hole/electron prefactor: 10
  A_n 1.023e-42, A_p 1.023e-41 cm^6/V^7
  breakdown width: 7.8236 um
Best punch-through field drop s: 0.7499
  R ratio at 1200 V, 2400 V: 0.8813, 0.8813
  R 0.2559 mOhm cm2, W 6.33 um, N 1.928e+16 cm^-3
Exponential law: a 1.121e+07 /cm, b 21.47 MV/cm
  N 2.163e+16 cm^-3, W 7.71 um
  R 0.2782 mOhm cm2, ratio 0.9581
  p 8.709, local power of R 2.4472
Mobility model: 950 cm2/Vs, 2.0e+17 cm^-3, 0.6
  mobility at N: 754.7 cm2/Vs
  R 0.3078 mOhm cm2, local power 2.3355
Donor levels: 0.06, 0.12 eV; Nc(300 K) 1.7e+19 cm^-3
  ionized fraction at 300 K, 448 K: 0.8956, 0.9824
  R factor from ionization at 300 K: 1.1166
Hot mobility: falls as T^-2.4, R factor 2.618
  hot/cold R factor with ionization: 2.387
Mobility 1.2 times higher on axis: R factor 0.833
Edge efficiency 0.85: planar V 1412 V, R factor 1.501
Doubled A, same V: R factor 1.414
Doubled A, same N: breakdown 1009.1 V
Built-in 3.0 V: R change 0.63 %
On state at 500 A/cm2: drop 0.1452 V
  drift velocity 1.48e+05 cm/s, fraction of 2e+07 cm/s: 0.0074
Tunnelling: gap 3.26 eV, mass 0.2 m_e
  exponent 58.6, factor 3.5e-26
Substrate: 100 um, 0.02 Ohm cm
  R 0.200 mOhm cm2, ratio to drift R 0.689
checks complete
```
